# Diamagnetism and polarizability of atoms: Kirkwood's relation and its errors

## The question

An atom with \(N\) electrons is in its ground state \(\psi_0\), which has total orbital angular momentum \(L=0\). The nucleus is fixed at the origin, and the Hamiltonian is non-relativistic with potentials that depend on positions only. Hartree atomic units are used: \(\hbar=m=e=1\), and the electron charge is \(-1\). Define

\[
R=\Big\langle\sum_i r_i^2\Big\rangle,\qquad Z=\sum_i z_i .
\]

The diamagnetic magnetizability is \(\xi=-\partial^2E/\partial B^2\) at \(B=0\), and the polarizability is \(\alpha=-\partial^2E/\partial F^2\) at \(F=0\), where \(B\) and \(F\) are uniform static fields along \(z\). Spin paramagnetism, which hydrogen has, is not part of \(\xi\).

The parts ask how far one of these responses can be predicted from the other.

## Part (a): the magnetic response

**Find \(\xi\) in terms of \(R\). Where is \(L=0\) needed?**

**Answer.** Take \(\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,x,0)\). For charge \(-1\) the kinetic momentum is \(\mathbf p+\mathbf A\). Since \(\nabla\cdot\mathbf A=0\), \(\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p\), and for each electron

\[
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2
=\tfrac12p^2+\tfrac B2\,l_z+\tfrac{B^2}{8}(x^2+y^2).
\]

Summed over electrons, the linear term is \(\tfrac B2L_z\). An \(L=0\) state satisfies \(L_z\psi_0=0\), so this term contributes neither in first order nor in second order, where its matrix elements \(\langle n|L_z|0\rangle\) all vanish. What remains at order \(B^2\) is the expectation value of the quadratic term. In a spherical state \(\langle\sum x_i^2\rangle=\langle\sum y_i^2\rangle=R/3\), hence

\[
E(B)=E_0+\frac{B^2}{8}\,\frac{2R}{3}+\dots=E_0+\frac{B^2R}{12}+\dots,
\qquad \xi=-\frac R6 .
\]

The energy rises with \(B\), which is diamagnetism. In a molecule, or in an atom with \(L\neq0\), the linear term can contribute, and \(R\) alone no longer fixes the response.

## Part (b): the electric response

**Let \(\omega_n=E_n-E_0\) and \(f_n=2\omega_n|\langle n|Z|0\rangle|^2\). Evaluate \(\sum f_n\), \(\sum f_n/\omega_n\) and \(\sum f_n/\omega_n^2\). Sums run over excited states and include the continuum.**

**Answer.** The perturbation is \(+FZ\), because the charge is negative. By parity \(\langle0|Z|0\rangle=0\), so the first energy shift is of second order:

\[
E(F)=E_0-F^2\sum_n\frac{|\langle n|Z|0\rangle|^2}{\omega_n}+\dots
\]

Comparison with \(E_0-\tfrac12\alpha F^2\) gives

\[
\alpha=2\sum_n\frac{|\langle n|Z|0\rangle|^2}{\omega_n}=\sum_n\frac{f_n}{\omega_n^2}.
\]

For the next sum the frequencies cancel, and completeness applies. The missing term \(n=0\) is zero:

\[
\sum_n\frac{f_n}{\omega_n}=2\sum_n|\langle n|Z|0\rangle|^2=2\langle Z^2\rangle .
\]

For \(\sum f_n\), expand the double commutator:

\[
[Z,[H,Z]]=2ZHZ-Z^2H-HZ^2 .
\]

Its ground-state expectation value is

\[
2\sum_nE_n|\langle n|Z|0\rangle|^2-2E_0\langle Z^2\rangle
=2\sum_n\omega_n|\langle n|Z|0\rangle|^2=\sum_nf_n .
\]

The commutator can also be found directly. The potentials commute with \(Z\), and \([\tfrac12p_z^2,z]=-ip_z\), so \([H,Z]=-iP_z\) with \(P_z=\sum_ip_{z,i}\). Since \([Z,P_z]=iN\),

\[
[Z,[H,Z]]=-i[Z,P_z]=-i(iN)=N,\qquad \sum_nf_n=N .
\]

## Part (c): connecting the two

**Use these sums to express \(\alpha\) through \(N\), \(\langle Z^2\rangle\) and the spread of the excitation frequencies. Then find the approximation under which \(\alpha\) follows from \(N\) and \(R\), and write it as a relation between \(\xi\) and \(\alpha\).**

**Answer.** All \(f_n\) are non-negative, so \(f_n/N\) is a normalized set of weights. Denote the weighted mean by a bar. Then

\[
\overline{\omega^{-1}}=\frac{2\langle Z^2\rangle}{N},\qquad
\overline{\omega^{-2}}=\frac{\alpha}{N}.
\]

Let \(v\) be the relative variance of \(1/\omega\):

\[
v=\frac{\overline{\omega^{-2}}-\big(\overline{\omega^{-1}}\big)^2}{\big(\overline{\omega^{-1}}\big)^2}\ge0 .
\]

Thus \(\overline{\omega^{-2}}=(1+v)\big(\overline{\omega^{-1}}\big)^2\), and multiplication by \(N\) gives

\[
\alpha=\frac{4\langle Z^2\rangle^2}{N}(1+v)\;\ge\;\frac{4\langle Z^2\rangle^2}{N}.
\]

Equality requires all oscillator strength to lie at one frequency.

The quantity \(\langle Z^2\rangle\) is not yet \(R/3\), because the square of a sum contains cross terms:

\[
\langle Z^2\rangle=\frac R3+\sum_{i\ne j}\langle z_iz_j\rangle\equiv q\,\frac R3 .
\]

The factor \(q\) measures pair correlation, including the part due to antisymmetry. Substitution gives

\[
\alpha=\frac{4R^2}{9N}\,q^2(1+v).
\]

This holds for any atom of the stated kind. Kirkwood's approximation sets \(q=1\) and \(v=0\):

\[
\alpha_{\rm K}=\frac{4R^2}{9N}.
\]

To predict \(\xi\) from a known \(\alpha\), solve the approximate relation for \(R=\tfrac32\sqrt{N\alpha}\) and insert it in \(\xi=-R/6\):

\[
\xi_{\rm K}=-\frac14\sqrt{N\alpha}.
\]

The errors of the two forms are linked. With the true \(R\) and \(\alpha\),

\[
\frac{\xi_{\rm K}}{\xi}=\frac{\tfrac14\sqrt{N\alpha}}{R/6}=\frac{3\sqrt{N\alpha}}{2R}
=\sqrt{\frac{\alpha}{\alpha_{\rm K}}}=q\sqrt{1+v}.
\]

If \(\alpha_{\rm K}=\alpha(1+\varepsilon)\), then \(\xi_{\rm K}/\xi=(1+\varepsilon)^{-1/2}\approx1-\varepsilon/2\) for small \(\varepsilon\). An overestimate of \(\alpha\) therefore goes with an underestimate of \(|\xi|\), and an underestimate of \(\alpha\) with an overestimate of \(|\xi|\); for small \(\varepsilon\) the relative error in \(\xi\) is about half that in \(\alpha\).

The two neglected effects can oppose each other. A spread of frequencies makes \(\alpha_{\rm K}\) too small, while \(q<1\) makes it too large. For \(q=1\), \(\alpha_{\rm K}\) is a lower bound on \(\alpha\); for \(q<1\) that guarantee is lost.

## Part (d): oscillators

**Is the relation exact for independent oscillators? Test it for (i) one electron in the ground state of each of \(N\) separate isotropic wells of equal frequency; (ii) two such wells with \(\omega=0.5\) and \(1.5\); (iii) eight non-interacting electrons filling the two lowest shells of one well with \(\omega=1\). In (i) and (ii) measure each position from the centre of its own well.**

**Answer.** In a field, complete the square:

\[
\tfrac12\omega^2z^2+Fz=\tfrac12\omega^2\Big(z+\frac F{\omega^2}\Big)^2-\frac{F^2}{2\omega^2}.
\]

Every level moves down by \(F^2/(2\omega^2)\), so each electron contributes \(1/\omega^2\) to \(\alpha\), whichever level it occupies. By the virial theorem the potential energy is half the total. In one dimension \(\tfrac12\omega^2\langle z^2\rangle=\tfrac12(n_z+\tfrac12)\omega\), so \(\langle z^2\rangle=(n_z+\tfrac12)/\omega\). Adding three directions,

\[
\langle r^2\rangle=\frac{n+\tfrac32}{\omega},\qquad n=n_x+n_y+n_z .
\]

(i) Here \(R=3N/(2\omega)\), and

\[
\alpha_{\rm K}=\frac4{9N}\,\frac{9N^2}{4\omega^2}=\frac N{\omega^2}=\alpha .
\]

The relation is exact.

(ii) For wells of different frequency, \(R=\tfrac32\sum_i1/\omega_i\), so

\[
\alpha=\sum_i\frac1{\omega_i^2},\qquad
\alpha_{\rm K}=\frac1N\Big(\sum_i\frac1{\omega_i}\Big)^2 .
\]

The inverse frequencies are \(2\) and \(2/3\). This gives \(\alpha=4+4/9=4.444\), but \(\alpha_{\rm K}=\tfrac12(8/3)^2=3.556\), which is 20% below the true value. The two electrons are uncorrelated, so \(q=1\). Each well has unit oscillator strength, by the sum rule for one electron, and it lies at the well's own frequency because \(z\) connects the ground state to the first excited level alone. The mean of \(1/\omega\) is \(4/3\) and each value deviates from it by \(2/3\), so \(v=(2/3)^2/(4/3)^2=1/4\). Indeed \(4.444/3.556=1.25\).

(iii) The polarizability is \(\alpha=8\). Two electrons have \(n=0\) and six have \(n=1\), hence

\[
R=2\cdot\tfrac32+6\cdot\tfrac52=18,\qquad
\alpha_{\rm K}=\frac{4\cdot18^2}{9\cdot8}=18 .
\]

The prediction is too large by a factor \(9/4\). To find the cause, evaluate the cross terms for a closed-shell determinant. The two-electron expectation value over occupied spin orbitals \(a,b\) is

\[
\sum_{i\ne j}\langle z_iz_j\rangle=\sum_{a,b}\big(z_{aa}z_{bb}-|z_{ab}|^2\big).
\]

The first part is \((\sum_az_{aa})^2=\langle Z\rangle^2=0\). In the second, the spins of \(a\) and \(b\) must agree, which gives a factor 2 when the sum is written over occupied spatial orbitals:

\[
\langle Z^2\rangle_{\rm det}=\frac R3-2\sum_{i,j}^{\rm occ}|z_{ij}|^2 .
\]

In the well, \(z\) couples the orbital \((0,0,0)\) to \((0,0,1)\). Since \(z\) takes the lower state to this one state, \(|z_{01}|^2=\langle0|z^2|0\rangle=1/2\). The pair occurs in both orders, so the subtraction is \(2(\tfrac12+\tfrac12)=2\). Therefore \(\langle Z^2\rangle=6-2=4\) and \(q=4/6=2/3\). The bound of part (c) is \(4\cdot4^2/8=8\), equal to \(\alpha\), so \(v=0\). The whole error comes from \(q^2=4/9\).

The subtraction has a simple meaning. By completeness, \((z^2)_{ii}=\sum_k|z_{ik}|^2\) over all orbitals \(k\), and \(R/3=2\sum_i(z^2)_{ii}\) over the occupied \(i\). Removing the occupied \(k\) leaves transitions into empty orbitals. Kirkwood's relation counts transitions that the Pauli principle blocks.

Independence alone is therefore not enough. The relation is exact when all wells have the same frequency and every electron is in a level \(n=0\), since then \(R=3N/(2\omega)\) as in (i); this includes two electrons of opposite spin sharing one well. It fails in (ii) because the frequencies differ, and in (iii) because \(z\) connects occupied orbitals.

## Part (e): hydrogen

**Find the exact \(\alpha\) of hydrogen and the errors of both forms of the relation.**

**Answer.** With \(\psi_0=e^{-r}/\sqrt\pi\), radial moments are

\[
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{4\,(k+2)!}{2^{k+3}},
\]

so \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=15/2\). Then \(\xi=-1/2\) and \(\alpha_{\rm K}=4\cdot9/9=4\).

Write the first-order function as \(F\psi_1\). It obeys \((H_0-E_0)\psi_1=-z\psi_0\), since the first-order energy vanishes. Try \(\psi_1=-G\psi_0\). Because \((H_0-E_0)\psi_0=0\) and \(\nabla\psi_0=-\hat{\mathbf r}\psi_0\),

\[
(H_0-E_0)G\psi_0=-\tfrac12(\nabla^2G)\psi_0-\nabla G\cdot\nabla\psi_0
=\Big(-\tfrac12\nabla^2G+\frac{\partial G}{\partial r}\Big)\psi_0 .
\]

This must equal \(z\psi_0\). Take \(G=(1+r/2)z=(r+r^2/2)\cos\theta\). For a function \(g(r)z\), \(\nabla^2(gz)=z(g''+4g'/r)\); with \(g=1+r/2\) this is \(2z/r=2\cos\theta\). Hence

\[
-\tfrac12\nabla^2G+\frac{\partial G}{\partial r}=-\cos\theta+(1+r)\cos\theta=r\cos\theta=z ,
\]

as required. The second-order energy is \(F^2\langle\psi_0|z|\psi_1\rangle\), and \(\alpha\) is minus twice its coefficient:

\[
\alpha=2\Big\langle z^2\Big(1+\frac r2\Big)\Big\rangle
=\frac23\Big(\langle r^2\rangle+\tfrac12\langle r^3\rangle\Big)=\frac23\Big(3+\frac{15}4\Big)=\frac92 .
\]

One electron has no cross terms, so \(q=1\) and \(1+v=4.5/4=1.125\). The error comes entirely from the spread of excitation frequencies. Relative to the true values, \(\alpha_{\rm K}\) is 11.1% too small. The magnetic form gives \(\xi_{\rm K}=-\sqrt{4.5}/4=-0.530\), whose magnitude is 6.1% too large.

## Part (f): helium and neon

**Use the following computed data to find the errors for helium and neon, and explain their signs.**

| Atom | \(N\) | \(R\) | \(\langle Z^2\rangle\) | \(\alpha\) |
|---|---:|---:|---:|---:|
| He | 2 | 2.3906 | 0.7532 | 1.3848 |
| Ne | 10 | 9.6146 | 1.9123 | 2.6327 |

The helium data come from full two-electron diagonalization in 47 even-tempered s, p and d Gaussian orbitals. The neon data are derivatives of CCSD energies in the aug-cc-pVTZ basis with one further diffuse shell each of s, p and d type. Four decimals are kept for the arithmetic; they do not state the accuracy of the models.

**Answer for helium.** Kirkwood's value is

\[
\alpha_{\rm K}=\frac{4(2.3906)^2}{18}=1.270,\qquad
\frac{\alpha_{\rm K}}{\alpha}-1=\frac{1.270}{1.3848}-1=-8.3\% .
\]

The two correction factors are

\[
q=\frac{0.7532}{2.3906/3}=0.945,\qquad
1+v=\frac{1.3848}{4(0.7532)^2/2}=1.220 .
\]

Their combination \(q^2(1+v)=0.893\times1.220=1.09\) reproduces \(\alpha/\alpha_{\rm K}\). The frequency spread wins, so \(\alpha_{\rm K}\) is too small, but correlation cancels part of its effect.

In a determinant with one doubly occupied s orbital, \(z_{11}=0\) and \(q=1\). Helium's \(q<1\) is therefore correlation beyond that determinant: \(2\langle z_1z_2\rangle=0.7532-0.7969=-0.044\), so the electrons tend to lie on opposite sides of the nucleus. A direct evaluation of the variance from the computed spectrum gives \(1+v=1.222\), and the oscillator strengths sum to 2.002 instead of 2, a finite-basis deviation.

For the magnetic form, \(\xi=-2.3906/6=-0.398\), while \(\xi_{\rm K}=-\sqrt{2\times1.3848}/4=-0.416\). Its magnitude is 4.4% too large.

The last digits of these helium figures depend on the basis. An explicitly correlated (Hylleraas) wavefunction gives \(R=2.3870\), \(\langle Z^2\rangle=0.7525\) and \(\alpha=1.3832\). These shift the error of \(\alpha_{\rm K}\) to \(-8.5\%\), that of \(\xi_{\rm K}\) to \(+4.5\%\), \(q\) to 0.946, \(1+v\) to 1.221 and \(2\langle z_1z_2\rangle\) to \(-0.043\).

**Answer for neon.** Now

\[
\alpha_{\rm K}=\frac{4(9.6146)^2}{90}=4.11,\qquad
\frac{\alpha_{\rm K}}{\alpha}-1=\frac{4.1085}{2.6327}-1=+56\% ,
\]

and the factors are

\[
q=\frac{1.9123}{9.6146/3}=0.597,\qquad
1+v=\frac{2.6327}{4(1.9123)^2/10}=1.80 .
\]

The error has changed sign. Frequency spread alone would raise \(\alpha\) above \(\alpha_{\rm K}\) by 80%, but \(q^2=0.356\) more than offsets this, leaving \(q^2(1+v)=0.64\). Here \(v\) is inferred from \(\alpha\) and \(\langle Z^2\rangle\), assuming \(\sum f_n=N\); it was not obtained from a neon spectrum.

The small \(q\) is mainly the Pauli effect of part (d). Neon has occupied s and p orbitals, and \(z\) connects them. The Hartree–Fock values are \(R=9.4052\) and \(\langle Z^2\rangle=2.0371\), so the determinant already has

\[
q_{\rm HF}=\frac{2.0371}{9.4052/3}=0.650 .
\]

Its deviation from one, 0.350, is 87% of the CCSD deviation, 0.403.

For the magnetic form, \(\xi=-9.6146/6=-1.60\) and \(\xi_{\rm K}=-\sqrt{10\times2.6327}/4=-1.28\), so the predicted magnitude is 20% too small. Since \(\varepsilon=0.56\) is not small, the estimate \(-\varepsilon/2\) fails; the full expression \((1.56)^{-1/2}-1=-0.20\) is needed.

The size of neon's error depends somewhat on the calculation. The corresponding double-zeta basis gives \(+59\%\) for \(\alpha_{\rm K}\) at the CCSD level. Hartree–Fock in the larger basis, with \(\alpha=2.3748\), gives \(\alpha_{\rm K}=3.93\) and an error of \(+66\%\). The triple-zeta values are not fully converged either. A quadruple-zeta basis without g functions, with the same extra diffuse shells, lowers the CCSD \(R\) to 9.58 and leaves \(\alpha\) at 2.63, so the error becomes \(+55\%\); the 20% error of \(\xi_{\rm K}\) is unchanged. Near the Hartree–Fock basis limit \(R=9.37\), \(q_{\rm HF}=0.649\), and the error of \(\alpha_{\rm K}\) is \(+64\%\). The sign is the same in all these calculations.

**Molar susceptibilities.** In SI units \(\xi=-e^2R/(6m)\), and the molar susceptibility in the Gaussian convention is \(\chi=\mu_0N_{\rm A}\xi/(4\pi)\). One atomic unit of \(\xi\) corresponds to \(4.752\times10^{-6}\ \mathrm{cm^3/mol}\). In units of \(10^{-6}\ \mathrm{cm^3/mol}\):

| Atom | \(\chi\) from \(R\) | \(\chi_{\rm K}\) from \(\alpha\) | Error relative to \(\chi\) |
|---|---:|---:|---:|
| H | −2.38 | −2.52 | +6.1% |
| He | −1.89 | −1.98 | +4.4% |
| Ne | −7.6 | −6.1 | −20% |

A positive error means that the magnitude is too large. The numerical check tests the oscillator cases, the hydrogen response function and the helium sum rules, and compares the coupled-cluster derivatives used for neon with the full diagonalization for helium.

## Computed results

```
All values in atomic units unless a unit is given
Equal wells (1, 1): alpha 2.0000, Kirkwood 2.0000
Unequal wells (0.5, 1.5): alpha 4.4444, Kirkwood 3.5556
  R 4.0000, v 0.2500
Eight fermions, one well: alpha 8.0000, Kirkwood 18.0000
  R 18.0000, q 0.6667
H: xi from energy in B = 0.01: -0.5003
H: v from spectrum 0.1250
He: ground energy -2.9021 hartree, orbitals 47
He: sum of oscillator strengths 2.0016
He: 1+v from spectrum 1.2217
Ne HF: R 9.4052, <Z^2> 2.0371
Ne HF: alpha 2.3748, q 0.6498
Ne CCSD Kirkwood/true alpha: TZ 1.5605, DZ 1.5876
Molar factor for xi: 4.7521 x 1e-6 cm^3/mol
H: N 1, R 3.0000, <Z^2> 1.0000
H: alpha 4.5000, Kirkwood alpha 4.0000
H: error of Kirkwood alpha -11.1 %
H: lower bound on alpha 4.0000
H: q 1.0000, q^2 1.0000, 1+v 1.1250
H: xi -0.5000, Kirkwood xi -0.5303
H: error of Kirkwood xi +6.1 %
H: chi -2.376, Kirkwood chi -2.520 (1e-6 cm^3/mol)
He: N 2, R 2.3906, <Z^2> 0.7532
He: alpha 1.3848, Kirkwood alpha 1.2700
He: error of Kirkwood alpha -8.3 %
He: lower bound on alpha 1.1346
He: q 0.9452, q^2 0.8934, 1+v 1.2204
He: xi -0.3984, Kirkwood xi -0.4160
He: error of Kirkwood xi +4.4 %
He: chi -1.893, Kirkwood chi -1.977 (1e-6 cm^3/mol)
Ne: N 10, R 9.6146, <Z^2> 1.9123
Ne: alpha 2.6327, Kirkwood alpha 4.1085
Ne: error of Kirkwood alpha +56.1 %
Ne: lower bound on alpha 1.4627
Ne: q 0.5967, q^2 0.3560, 1+v 1.7999
Ne: xi -1.6024, Kirkwood xi -1.2828
Ne: error of Kirkwood xi -19.9 %
Ne: chi -7.615, Kirkwood chi -6.096 (1e-6 cm^3/mol)
```
